Overlay misalignment and the Weibull lifetime of interlayer dielectric gaps

A comb structure for testing an interlayer dielectric has N gaps of equal length between parallel metal lines, with N even. All gaps carry the same constant voltage V. The lines belong to two interleaved sets printed in separate exposures, and each gap has the intended spacing s. The structure fails when its first gap breaks down.

Gap lives are independent. A gap of spacing s survives to time t with the Weibull probability

S₁(t) = exp{−[t/η(s)]^β}.

Here η is the characteristic life, by which a fraction 1 − 1/e, or 63.2 %, has failed. The shape β > 0 is the same for every gap. Over the spacings that occur, the natural logarithm of life is linear in spacing:

ln η(s) = a + κs, with κ > 0.

An overlay error displaces one whole set of lines by δ, with |δ| < s. The problem is to find what this does to the life of the structure, and how far the answer can be trusted.

**(a) Find the survival probability of a structure whose gaps have characteristic lives η₁, …, η_N. What is its characteristic life when all lines are aligned?**

The structure survives only if every gap survives. Independence turns this into a product, and the exponents add:

S(t) = ∏ᵢ exp[−(t/ηᵢ)^β] = exp[−t^β Σᵢ ηᵢ^(−β)].

This is again a Weibull law of shape β. Its characteristic life H is the time at which the exponent equals −1, so

H^(−β) = Σᵢ ηᵢ^(−β).

The common shape was needed here: with different shapes, t^β could not be taken out of the sum. For aligned lines all ηᵢ equal η(s), and

H_al = [N η(s)^(−β)]^(−1/β) = η(s) N^(−1/β).

**(b) Find the ratio R of the characteristic life of the displaced structure to that of the aligned one. Does the same ratio apply to other percentiles?**

Every gap lies between one fixed line and one displaced line. If the displaced line is on the right of the gap, the gap becomes s + δ; if it is on the left, the gap becomes s − δ. The two cases alternate, so N/2 gaps widen and N/2 narrow. The linear law gives

η(s ± δ) = η(s) e^(±κδ).

Raising this to the power −β reverses the signs in the exponent. The sum from part (a) becomes

H^(−β) = (N/2) η(s)^(−β) [e^(−βκδ) + e^(βκδ)]
= N η(s)^(−β) cosh(βκδ).

Since H_al^(−β) = N η(s)^(−β), division gives (H/H_al)^(−β) = cosh(βκδ), and therefore

R = [cosh(βκδ)]^(−1/β).

Both N and a have cancelled. The time by which a fraction F of such structures has failed follows from S = 1 − F:

t_F = H [−ln(1 − F)]^(1/β).

The bracket is the same for both structures, so every percentile is multiplied by R.

The mean spacing has not changed, yet life falls. What adds up in a weakest-link structure is η^(−β), which is a convex function of spacing: the narrow gaps add more to the sum than the wide gaps remove.

**(c) Examine small and large displacements, bound R, and find how it depends on β at fixed κδ. What displacement is allowed if R may not fall below R*?**

For small x, ln cosh x = x²/2 − x⁴/12 + …. With x = βκδ,

ln R = −βκ²δ²/2 + β³κ⁴δ⁴/12 − ….

The loss starts quadratically, because the sign of δ merely exchanges wide and narrow gaps. The first term suffices when βκ|δ| ≪ 1.

For βκ|δ| ≫ 1 the cosh tends to e^(βκ|δ|)/2, so

R ≈ 2^(1/β) e^(−κ|δ|).

The exponential is the shorter life of a narrow gap. The factor 2^(1/β) appears because only half of the gaps still contribute appreciably to failure.

Since 1 ≤ cosh x ≤ e^|x|, the ratio obeys

e^(−κ|δ|) ≤ R ≤ 1.

For the dependence on β, put c = κ|δ| > 0 and differentiate −ln R = ln cosh(βc)/β:

d(−ln R)/dβ = [βc tanh(βc) − ln cosh(βc)]/β².

Call the numerator h(x), with x = βc. It vanishes at x = 0, and its derivative is

h′(x) = tanh x + x/cosh²x − tanh x = x/cosh²x > 0.

The numerator is therefore positive, and R falls as β grows. It tends to 1 for β → 0 and to the lower bound for β → ∞. When lives scatter widely, a wide gap still has a fair chance of failing first; when they scatter little, the narrow gaps decide.

Setting R = R* and solving for the displacement gives

|δ|_max = arccosh(R*^(−β))/(βκ).

**(d) Suppose life follows ln η = c₀ − γE with E = V/s. Find κ at fixed voltage. Evaluate R for s = 20 nm, V = 10 V, γ = 4 cm/MV, β = 1.2, δ = 2 nm and N = 1000, with an aligned life of 100 h.**

At fixed V, dE/ds = −V/s² = −E/s. The local slope is

κ = d ln η/ds = γE/s.

The field is 10 V/20 nm = 0.5 V/nm = 5 MV/cm. Hence

κ = 4 × 5/20 = 1.0 nm⁻¹,
κδ = 2.0, βκδ = 2.4,
R = (5.557)^(−1/1.2) = 0.24.

The structure's life drops from 100 h to about 24 h. The characteristic life of one aligned gap is 100 h × 1000^(1/1.2) ≈ 31 600 h, which shows how strongly the number of gaps matters for the life itself, though not for R.

The large-displacement formula gives 0.241, against 0.2395 from the full result. The leading small-displacement formula gives 0.091, below the lower bound of 0.135; it does not apply at βκδ = 2.4. For a loss of 10 %, R* = 0.9 and

|δ|_max = arccosh(0.9^(−1.2))/(1.2 × 1.0 nm⁻¹) = 0.43 nm = 4.3 Å.

If the slope is read from a plot of log₁₀ η, it must be multiplied by ln 10 to give κ. Here the decade slope is 0.434 nm⁻¹; inserting it directly would give R = 0.68.

The characteristic life was also found by solving the product of 1000 survival probabilities for S = 1/e, which again gives 0.2395. As a separate test, first failures were drawn at random for 40 000 aligned and 40 000 displaced structures of 40 gaps each. The ratio was 0.239 at 63.2 % failed and 0.251 at 10 % failed. The second value is 5 % above the formula, about 2.5 times its standard error of 1.9 %. That is a rather large sampling deviation, but within the 4.5 standard errors set for the test. The equality of the percentile ratios rests on the derivation in part (b), and the sampling supports it only to this accuracy.

**(e) Now test the gaps one at a time, half of them narrow and half wide. Does R describe the time at which 63.2 % of this population has failed?**

No. The survival probabilities are now averaged, not multiplied. With τ = t/η(s) and x = βκδ,

S_mix = ½ exp(−τ^β e^x) + ½ exp(−τ^β e^(−x)).

This is not a Weibull law when δ ≠ 0. At τ = 1 and x = 2.4 the first term is negligible, while e^(−2.4) = 0.091 makes the second ½ e^(−0.091) ≈ 0.46. This exceeds 1/e ≈ 0.37, so the 63.2 % time comes later than for aligned single gaps. Solving S_mix = 1/e gives a factor of 2.76: a longer time, where the comb's life is shortened. The narrow gaps have nearly all failed by then, and the population is waiting for wide ones.

Early failures behave differently. If τ^β e^|x| ≪ 1, both exponentials can be expanded to first order, and the failed fraction is

F ≈ ½ τ^β (e^x + e^(−x)) = τ^β cosh x.

For aligned single gaps F ≈ τ^β, so the early percentiles of the mixture are multiplied by R. A comb of many gaps fails while each gap's own failure probability is still small, which is why it samples this early part.

The same distinction applies to overlay that varies from die to die. R holds for each structure with its own δ, but structures with different |δ| form a mixture.

**(f) The law in part (d) is linear in field, not in spacing. Find the ratio R_E that it gives without linearization.**

Let u = δ/s. For a narrow gap,

1/(s − δ) − 1/s = δ/[s(s − δ)] = (δ/s²)/(1 − u).

Multiplying by −γV and using γV/s² = κ gives the change of ln η. The wide gap follows by reversing the sign of δ:

narrow: −κδ/(1 − u), wide: +κδ/(1 + u).

Define q = κδ/(1 − u²). Because 1/(1 − u) = (1 + u)/(1 − u²) and 1/(1 + u) = (1 − u)/(1 − u²), the changes are

narrow: −q − qu, wide: +q − qu.

The common part −qu shortens both lives relative to a symmetric pair. Inserting the changes in the sum of part (a),

H^(−β) = N η(s)^(−β) e^(βqu) cosh(βq),

R_E = e^(−qu) [cosh(βq)]^(−1/β).

In the example u = 0.1 and q = 2.0/0.99 = 2.02, which gives R_E = 0.19. This is 20 % below the value from the linear spacing law.

For small displacements q ≈ κδ, and to second order in δ

ln R_E ≈ −βκ²δ²/2 − κδ²/s.

The second term, due to curvature, is 2/(βκs) = 2/(βγE) times the first. For small δ and βγE ≫ 2, that is, at high field, linearization therefore misses only a small share of the loss. The missed part of ln R, κδ²/s, itself grows with field, so at a fixed δ the relative error of R is larger at high field.

**(g) Keep the linear spacing law, but let the local spacing vary along each gap with a Gaussian spread σ. What happens to R? What changes if β is proportional to spacing?**

Divide each gap into many independent segments with local spacing s ± δ + ξ, where ξ has mean zero and the same spread in every gap. With many segments, the sum of η^(−β) may be replaced by its average. Roughness then multiplies each gap's contribution by

⟨e^(−βκξ)⟩ = e^(β²κ²σ²/2),

obtained by completing the square in the Gaussian integral. Taking the power −1/β gives a life factor

e^(−βκ²σ²/2).

For σ = 1 nm it is 0.55. It appears in both the aligned and the displaced life, so R does not change. The cancellation relies on the linear law. With the linear-field law, and the Gaussian cut off at 4σ so that no local gap closes, the ratio becomes 0.12, compared with 0.19 for smooth lines. Moving the cut to 6σ changes it only from 0.123 to 0.120. At the 4σ cut the narrowest local gap is 14 nm and its field about 7 MV/cm, so this value assumes that the law still holds well above the nominal 5 MV/cm, where a real porous dielectric may be close to immediate breakdown.

Now return to smooth lines and the linear spacing law, but take β proportional to spacing, with the characteristic lives of single gaps held fixed. The narrow gaps have β₋ = 1.2 × 18/20 = 1.08. If they alone decide, (N/2)(H/η₋)^β₋ = 1, where η₋ = η(s)e^(−κδ), and

H/H_al ≈ e^(−κδ) (N/2)^(−1/β₋) N^(1/β).

For N = 1000 the last two factors multiply to about 1.002, leaving 0.1356; the sum over all gaps gives 0.1355. The closeness to the bound e^(−κδ) = 0.1353 is an accident of this N, because N no longer cancels. The structure also ceases to be a Weibull system of one shape, so this ratio applies to the 63.2 % time and not to every percentile.

**(h) Keep the spacing, overlay, shape and temperature, but lower the voltage to 1 V. Compare the linear-field law with ln η = c₁ − g√E, where g is chosen so that both laws have the same slope in E at the test field. What follows for real structures?**

For the linear-field law κ is proportional to E. The field falls to 0.5 MV/cm, so κ = 0.10 nm⁻¹. For the root-field law,

κ = −g/(2√E) × dE/ds = g√E/(2s).

Equal slopes at the test field E_t require g/(2√E_t) = γ, or g = 2γ√E_t. At the use field E_u,

κ = γ√(E_t E_u)/s = 4 × √(5 × 0.5)/20 = 0.316 nm⁻¹.

The cosh formula gives R = 0.98 for the linear-field law and 0.80 for the root-field law. With the full dependence on spacing these become 0.96 and 0.76. For the linear-field law at use, 2/(βγE) = 2/(1.2 × 4 × 0.5) = 0.83, so curvature adds almost as much to the small loss as the cosh term.

For the common shape assumed here, the overlay error thus costs a larger fraction of the life in the accelerated test than in use under both field laws. Under the linear-field law the displaced structure keeps 0.19 of its life at 10 V and 0.96 at 1 V. Extrapolating its test life with the γ of a single gap would underestimate its life in use by the factor 0.19/0.96 ≈ 0.20. Both the size and the sign of this error belong to the field law. A power law in E with the same slope at the test field (exponent γE_t = 20) has a κ independent of voltage and gives R = 0.22 in test and in use alike. A law ln η = c + G/E with G = γE_t² is exactly linear in spacing; its κ rises from 1.0 nm⁻¹ at 10 V to 10 nm⁻¹ at 1 V, so under it the overlay error costs far more in use than in test. At the test voltage the four laws give similar ratios: 0.19 for the linear-field law, 0.20 for the root-field law, 0.22 for the power law and 0.24 for the 1/E law. Test data at one voltage can therefore hardly choose between them.

The parameters are round values in the rough range of porous organosilicate dielectric between copper lines: spacings of tens of nanometres, test fields of several MV/cm, γ of a few cm/MV, β near one and overlay errors of a few nanometres. An overlay error produces the alternating pattern only if the two line sets are exposed separately; a rigid shift of lines printed together leaves their gaps unchanged. Alternating gaps can also have another origin, such as a wrong mandrel width in spacer patterning when the spacers define the metal lines. If the spacers define the dielectric gaps, a wrong mandrel width changes the line widths instead. Real lines are rough, their life need not be linear in spacing, and their shape may depend on spacing. Under the linear spacing law, roughness alone leaves the test ratio at 0.24; the linear-field law, with or without roughness, and the shape proportional to spacing each bring it to between 0.12 and 0.19. Temperature matters less over a modest range: if γ varies as 1/T, going from 398 K to 378 K at the test voltage changes the cosh result from 0.24 to 0.22. In these cases the cosh formula overstates the remaining life in test by up to a factor of about two. The error can be larger when several departures act together or, if the shape depends on spacing, when N is larger. For example, the linear-field law together with a shape proportional to spacing gives 0.11 at N = 1000.

Values computed for the example and the checks

```
spacing: 20.0 nm
overlay shift delta: 2.0 nm
test voltage: 10.0 V
use voltage: 1.0 V
field at test: 5.00 MV/cm
field at use: 0.50 MV/cm
field acceleration gamma: 4.0 cm/MV
Weibull shape beta: 1.2 (no unit)
number of gaps: 1000
kappa at test: 1.000 1/nm
slope in decades at test: 0.434 1/nm
kappa*delta: 2.000 (no unit)
beta*kappa*delta: 2.400 (no unit)
cosh(beta*kappa*delta): 5.5569 (no unit)
life factor R, solved from survivals: 0.2395
life factor R, cosh formula: 0.2395
sampled factor at 63.2 % failed: 0.239
sampled factor at 10 % failed: 0.251
single-gap life: 31623 h
aligned structure life: 100.0 h
shifted structure life: 23.9 h
lower bound exp(-kappa*delta): 0.1353
small-shift estimate of R: 0.0907
large-shift estimate of R: 0.2411
R for beta = 0.5: 0.4200
R for beta = 1.0: 0.2658
R for beta = 2.0: 0.1914
R for beta = 4.0: 0.1609
shift for 10 % life loss: 0.428 nm
same shift: 4.28 angstrom
R if decade slope is misused as kappa: 0.6780
single-gap mixture, 63.2 % time factor: 2.761
R with curved linear-field law: 0.1918
roughness sigma: 1.0 nm
common life factor from roughness: 0.5488
R, curved law and roughness cut at 4 sigma: 0.1226
R with shape proportional to spacing: 0.1355
test temperature: 398 K
R at 378 K, gamma as 1/T: 0.2158
kappa at use, linear-field law: 0.100 1/nm
kappa at use, root-field law: 0.316 1/nm
R at use, linear-field, cosh: 0.9765
R at use, linear-field, curved: 0.9565
R at use, root-field, cosh: 0.8025
R at use, root-field, curved: 0.7631
```
